V-shaped residual resistivity of an ordered compound near stoichiometry, part 2

An ordered compound AB has one α site (for A) and one β site (for B) per cubic cell of edge a and volume Ω = a³. With N_A and N_B atoms, x = N_A/(N_A + N_B) = 1/2 + d. The problem is how the resistivity ρ depends on a small d.

There are N cells, each of energy e₀ when perfect. Making one defect of kind j at fixed N costs ε_j. The kinds are α and β vacancies (VA, VB), A on β (AB) and B on α (BA). The example has e₀ = −11, ε_VA = 6, ε_VB = 8, ε_AB = 1 and ε_BA = 2.5 eV. The third reaction of part (a) is

2VA + AB + one new cell: E_T = e₀ + 2ε_VA + ε_AB.

Per cell there are c antisites AB and v vacancies VA. At zero temperature c = 2d for d > 0 and v = 4|d|/(1 + 2|d|) for d < 0; these defects are called constitutional. By part (d), random placement makes single scattering proportional to c(1 − c), and likewise for v.

For carriers of charge −e, density n and Fermi wavenumber k_F on an idealised spherical Fermi surface, the defects give (e)

ρ = r_c c + r_v v, where r_j = [ħk_F/(ne²)]σ_j/Ω.

The transport cross section follows from the phase shifts δ_l, with k = k_F (f):

σ = (4π/k²) Σ_{l≥0} (l+1) sin²(δ_l − δ_{l+1}).

In a field E along x, the change in occupation is proportional to a length g, and

j_x/E = [e²k_F²/(4π³ħ)] ∫dΩ μg,

where μ is the cosine of the angle between wavevector and x. In the bulk g = Λμ; part (l) writes ℓ for Λ.

With ρ_b the resistivity from all other causes, part (g) finds a V:

ρ = ρ_b + 2r_c d for d > 0,

ρ = ρ_b + 4r_v|d| for d < 0.

Its arm slopes are s₊ = 2r_c and s₋ = 4r_v. A smooth background slope tilts the V but leaves the size of the kink unchanged.

**(h) Evaluate the slopes for a model compound with a = 0.29 nm and one carrier per cell. The antisite is a well of −4 eV, the vacancy a barrier of 10 eV, each of radius 0.14 nm.**

*Solution.* The free-electron mass is used. The carrier density is 1/a³ = 41 nm⁻³, so k_F = 10.67 nm⁻¹, and the Fermi energy is 4.34 eV. The first three phase shifts are 0.7256, 0.1499 and 0.0086 rad for the antisite, and −0.8072, −0.1655 and −0.0147 rad for the vacancy. Higher ones are negligible. For the antisite,

σ_c = (4π/10.67²)[sin²(0.5757) + 2 sin²(0.1413) + …] nm²

= 0.1104 × (0.2964 + 0.0397 + …) nm² = 0.0371 nm².

The same sum for the vacancy gives 0.0446 nm². The combination ħk_F/(ne²) is 106.9 μΩ cm nm. Hence

r_c = 106.9 × 0.03713/0.29³ μΩ cm = 163 μΩ cm.

This is 1.63 μΩ cm for each per cent of antisites. For vacancies the corresponding figure is 1.96 μΩ cm. The slopes are therefore

s₊ = 2 × 1.627 = 3.25 μΩ cm per at.%,

s₋ = 4 × 1.955 = 7.82 μΩ cm per at.%.

In SI units they are 3.25 × 10⁻⁸ and 7.82 × 10⁻⁸ Ω m per at.%. Their ratio is 2.4. Most of the asymmetry comes from the counting factor of 2, and the cross sections supply the remaining factor of 1.2.

Take a phonon contribution of 8 μΩ cm at 300 K, a rough round input. The constitutional defects add as much as the phonons at d = 2.5 at.% on the A-rich arm, but already at |d| = 1.0 at.% on the B-rich arm.

**(i) At a finite temperature T some defects exist even at d = 0. Find the law that governs them.**

*Solution.* Keep the two species made by the third reaction of part (a), N_v = Nv α vacancies and N_c = Nc A antisites. In the example this reaction has the lowest energy per defect, 2/3 eV. They sit on different sublattices, so the number of arrangements W is the product of two binomial coefficients. The free energy is

G = Ne₀ + N_v ε_VA + N_c ε_AB − k_BT ln W.

Changes of vibrational entropy are left out; they would multiply the constant K below by a factor. For large numbers, Stirling's formula gives for the vacancy part

ln W_v = N ln N − N_v ln N_v − (N − N_v) ln(N − N_v),

∂ln W_v/∂N = −ln(1 − v), ∂ln W_v/∂N_v = ln[(1 − v)/v].

The antisite part has the same form with c. In equilibrium, the reaction that adds one cell, two vacancies and one antisite must leave G stationary:

E_T = k_BT{−ln(1 − v) − ln(1 − c) + 2 ln[(1 − v)/v] + ln[(1 − c)/c]}.

Collecting the logarithms gives E_T = k_BT ln[(1 − v)/(v²c)], or

v²c/(1 − v) = K, K = exp(−E_T/k_BT).

The balances N_A = N(1 − v + c) and N_B = N(1 − c) supply the second condition:

2d = (N_A − N_B)/(N_A + N_B) = (2c − v)/(2 − v).

For dilute defects the pair of equations becomes v²c = K and 2c − v = 4d.

If the crystal is cooled fast enough, the populations freeze in at some temperature and remain at room temperature. The example takes 900 K. With E_T = 2 eV this gives K = 6.3 × 10⁻¹². As a test, all four defects were given their equilibrium occupations at 900 K for five compositions between −1 and +1 at.%. The law v²c/(1 − v) = K held to better than one part in 10⁶, and the balance 2d = (2c − v)/(2 − v) held to within 10⁻⁹. The second check is needed because β vacancies would upset the balance but not the law. Together they show that the two omitted species do not matter for these energies.

**(j) How is the V rounded, and where is its minimum?**

*Solution.* At d = 0 the balance requires v = 2c, so 4c³ = K. The defect resistivity at stoichiometry is

ρ(0) − ρ_b = (K/4)^(1/3)(r_c + 2r_v).

In the example (K/4)^(1/3) = 1.16 × 10⁻⁴, the vacancy fraction is 2.3 × 10⁻⁴, and the defects add 0.0645 μΩ cm.

For the minimum, insert c = K/v² into the defect resistivity:

ρ − ρ_b = r_c K/v² + r_v v.

Since 4d = 2K/v² − v falls steadily as v grows, searching over v is the same as searching over d. The derivative −2r_cK/v³ + r_v vanishes at

v_m = (2K r_c/r_v)^(1/3),

and the second derivative 6r_cK/v⁴ is positive. At this point r_cK/v_m² = r_v v_m/2, so the minimum value is (3/2)r_v v_m. The antisite fraction there is c_m = r_v v_m/(2r_c), and the position is

d_m = (2c_m − v_m)/4 = (v_m/4)(r_v/r_c − 1).

The minimum lies at stoichiometry only if the two defects scatter equally per defect. If vacancies scatter more strongly, d_m is positive: a little excess A suppresses vacancies at the price of less harmful antisites. In the example v_m = 2.19 × 10⁻⁴ and r_v/r_c = 1.20, which gives d_m = 0.0011 at.% and a minimum of 0.0643 μΩ cm. The shift is real within the model but far too small to matter for making a film.

The approach to the V differs on the two sides. Well into the A-rich side c ≈ 2d, so the thermal vacancies v ≈ (K/2d)^(1/2) die out slowly. On the B-rich side v ≈ 4|d|, and the thermal antisites c ≈ K/(16d²) die out fast. At +0.1 at.% the thermal defects still raise the resistivity from 0.3255 to 0.3409 μΩ cm. At −0.1 at.% the change is from 0.7805 to 0.7807 μΩ cm.

**(k) The composition of a film varies from place to place with a Gaussian spread w. What does this do to the V, and which mean composition is best?**

*Solution.* Let the regions be large compared with the mean free path, and let the current pass through them in series, so that local resistivities are averaged. At mean composition d = 0, each arm contributes its slope times

∫₀^∞ y exp(−y²/2w²)dy/[w(2π)^(1/2)] = w/(2π)^(1/2).

The mean resistivity therefore rises by

Δρ = (s₊ + s₋)w/(2π)^(1/2).

For w = 0.1 at.%,

Δρ = (3.255 + 7.821) × 0.1/2.507 = 0.44 μΩ cm.

This is about seven times the thermal contribution at d = 0. At this spread and freeze-in temperature, uneven composition blunts the V more than heat does.

Now let the mean composition D be chosen freely. Raising D by a small amount raises the local resistivity on the A-rich arm at the rate s₊ and lowers it on the B-rich arm at the rate s₋. The mean is stationary when

s₊P(d > 0) = s₋P(d < 0).

Since the two probabilities add to one,

P(d < 0) = s₊/(s₊ + s₋) = 3.255/11.076 = 0.29.

The target should lie slightly on the gentler arm, so that 29% of the material falls on the steeper one. This rule holds for regions in series, a V without thermal rounding, a fixed Gaussian spread, a flat background and a film that remains a single ordered phase on both sides. It also needs slopes known for the actual material.

**(l) Does the V survive in a film of thickness h = 20 nm with diffusely scattering surfaces?**

*Solution.* Let ℓ be the bulk transport mean free path from defects and phonons together, and let the current flow in the plane. Collisions are approximated by relaxation of g over the length ℓ. A carrier leaving a surface at a direction cosine t to the normal starts with g = 0, because a diffuse surface erases its drift. At distance z from that surface it has travelled z/t, so

g = ℓμ[1 − exp(−z/(ℓt))].

The average of the bracket over the thickness is 1 − (ℓt/h)[1 − exp(−h/(ℓt))]. At fixed t, the azimuthal average of μ² is (1 − t²)/2. Normalising to the bulk value gives the ratio of film to bulk conductivity:

S_film/S_bulk = (3/2)∫₀¹dt (1 − t²){1 − (ℓt/h)[1 − exp(−h/(ℓt))]}.

For h ≫ ℓ the exponential drops out. Since ∫₀¹(t − t³)dt = 1/4, the ratio becomes 1 − 3ℓ/(8h), and the resistivity rises by 3ρℓ/(8h). The product ρℓ = ħk_F/(ne²) does not depend on the defects, so in this limit, and with collisions treated as simple relaxation, the surfaces lift the whole V by the same amount.

At 20 nm the full integral is needed, because ℓ is 13 nm at stoichiometry. The resistivities at 300 K are, in μΩ cm:

- d = −1 at.%: bulk 15.67, film 17.94
- d = 0: bulk 8.06, film 10.48
- d = +1 at.%: bulk 11.26, film 13.61

The surfaces add between 2.3 and 2.4 μΩ cm. The B-rich arm rises by 7.46 μΩ cm in the film and by 7.60 in the bulk, the A-rich arm by 3.13 and 3.20. In this approximation the V is lifted and made about 2% shallower. The exact reduction depends on how the defects scatter in angle, which simple relaxation leaves out. The model defects scatter somewhat forward, and with their full angular dependence the reduction is about 3% on both arms.

**(m) Where does the derivation fail, and how far can its numbers be trusted for a real compound?**

*Solution.* The following sizes belong to |d| = 1 at.%, with the A-rich value first. In single scattering, the factor 1 − c of part (d) lowers the defect resistivity by 2.0 and 3.9%. Defects as strong as these also scatter waves that come from one another, which can change the resistivity by a similar amount and even reverse the sign of the correction. If defects are placed at random, 11 and 21% of them have a like defect on one of the six nearest sites of their own sublattice. Such pairs need not scatter as two separate defects, so the arms may bend. The percentages show how common the pairs are, not how large the bend is. The ratio 1/(k_Fℓ) from defects alone is 0.003 and 0.007, which supports the neglect of interference between successive collisions. At 300 K, k_BT is 0.6% of the Fermi energy, so scattering at the Fermi energy represents all carriers well. If each defect added or removed one carrier while the relaxation time stayed the same, the phonon part would shift by about 0.16 and 0.31 μΩ cm. Such a shift grows with the number of defects, so it changes the slope of each arm by 4 to 5%, upwards if carriers are removed and downwards if they are added. Unlike the smooth background of part (g), it can change the size of the kink.

The cross sections are the weakest point. With k_F and the defect potentials held fixed, a band mass of 1.3 free-electron masses raises the A-rich slope by 48% and the B-rich slope by 18%. The slope ratio then falls from 2.4 to about 1.9. The V shape does not depend on such details, but the slopes do.

The cell edge and the choice of constitutional defects follow B2 nickel aluminide, with A = Ni and B = Al. The energies, the carrier density and the scattering potentials are round illustrative values, not fitted to it. This compound has been considered for narrow interconnects. It takes up excess nickel mainly as antisites and excess aluminium mainly as nickel vacancies, and its resistivity at room temperature is roughly 10 μΩ cm. The bulk value of 8.06 μΩ cm found here is no prediction, since the phonon part was an input. The real compound has several bands with d character, so one carrier per cell and spherical potentials can give at best the scale of the slopes. Deposited films may also break the assumption of full order. If 1% of the cells held an A antisite and another 1% a B antisite of equal strength, the resistivity at stoichiometry would rise by 2 × 1.63 = 3.3 μΩ cm, far more than the thermal defects add. Grain boundaries, which are not included, would raise it further. A measured V may therefore have a higher floor than this one, and its slopes must be measured or computed for the material itself. The remaining values are in the numerical output.

Table of computed values

```
cell edge: 0.29 nm
carriers per cell: 1
defect potential radius: 0.14 nm
antisite potential: -4 eV
vacancy potential: 10 eV
e0, eps_VA, eps_VB, eps_AB, eps_BA: -11.0 6.0 8.0 1.0 2.5 eV
carrier density: 41 nm^-3
Fermi wavenumber: 10.67 nm^-1
2 k_F over 2 pi/a: 0.9847
Fermi energy: 4.336 eV
rho times mean free path: 106.9 uohm cm nm
antisite phases l=0..3: [7.256e-01 1.499e-01 8.600e-03 3.000e-04] rad
vacancy phases l=0..3: [-8.072e-01 -1.655e-01 -1.470e-02 -6.000e-04] rad
antisite cross section: 0.03713 nm^2
vacancy cross section: 0.04461 nm^2
r_c per 1% antisites: 1.627 uohm cm
r_v per 1% vacancies: 1.955 uohm cm
A-rich slope: 3.255 uohm cm per at.%
B-rich slope: 7.821 uohm cm per at.%
A-rich slope in SI: 3.255e-08 ohm m per at.%
B-rich slope in SI: 7.821e-08 ohm m per at.%
slope ratio B-rich/A-rich: 2.403
freeze-in temperature: 900 K
triple-defect energy: 2 eV
K: 6.317e-12
d (at.%), sharp V, with thermal defects (uohm cm):
  -1.00  7.6673  7.6673
  -0.50  3.8716  3.8716
  -0.10  0.7805  0.7807
  -0.01  0.0782  0.0947
  +0.00  0.0000  0.0645
  +0.01  0.0325  0.0745
  +0.10  0.3255  0.3409
  +0.50  1.6274  1.6343
  +1.00  3.2547  3.2596
vacancy fraction at d=0: 0.0002329
minimum at d: 0.001103 at.%
minimum defect resistivity: 0.06425 uohm cm
phonon part at 300 K (rough input): 8 uohm cm
A-rich d where defects = phonons: 2.458 at.%
B-rich |d| where defects = phonons: 1.023 at.%
Neglected effects, |d| = 1 at.% (A-rich, B-rich):
  defect fraction = loss by (1-c): 2.00, 3.92 %
  defects with a like neighbour: 11.4, 21.3 %
  phonon part shift, 1 carrier/defect: 0.16, 0.31 uohm cm
  slope change, band mass 1.3 m_e: +48.0, +17.7 %
  1/(k_F l), defects only: 0.0029, 0.0067
kT/E_F at 300 K: 0.005962
composition spread: 0.1 at.%
rise at d=0 from spread: 0.4418 uohm cm
20 nm film, 300 K: d, l (nm), bulk, film (uohm cm):
  -1.0 at.%  6.82  15.67  17.94
  +0.0 at.%  13.25  8.06  10.48
  +1.0 at.%  9.49  11.26  13.61
```
